# Transmission zero of a single-mode channel with one side-attached trap

## Problem

A long channel carries one mode. It is described by sites \(n\) with spacing \(a\), site energy \(2t\) and nearest-neighbour hopping \(-t\), with \(t>0\). One trap level of energy \(\varepsilon_d\) sits beside the channel and is coupled to site 0 alone by a real matrix element \(V\neq0\). Carriers do not interact, and the motion is phase coherent. Energies are measured from the band bottom, and \(0<\varepsilon_d<4t\).

(a) Show that the transmission probability \(T\) vanishes at \(E=\varepsilon_d\), the energy of the uncoupled trap, and that static disorder in the channel does not change this.

(b) Find \(T(E)\) and the width of the dip.

(c) Find how strongly the trap is filled at the zero.

(d) Evaluate the results for a thin InAs nanowire with effective mass \(m=0.03\,m_e\), \(a=2\) nm, \(\varepsilon_d=20\) meV and \(V=20\) meV. Determine which neglected effects move the zero and which fill it in.

## First estimate by scaling

A carrier of energy \(E\) can hop to the trap and back. To second order in \(V\) this acts on site 0 like a potential of size \(V^2/|E-\varepsilon_d|\). A carrier of speed \(v\) spends a time of about \(a/v\) on the site and collects a phase of about

\[
\frac{V^2}{|E-\varepsilon_d|}\,\frac{a}{\hbar v}.
\]

Scattering is strong when this phase reaches one, so the dip should extend to a distance

\[
\Gamma_{\rm est}\sim\frac{V^2a}{\hbar v}
\]

on either side of \(\varepsilon_d\).

For the wire, \(t=\hbar^2/(2ma^2)=317.5\) meV. A parabolic band has \(E=mv^2/2\), hence \(\hbar v/a=2\sqrt{Et}\). At 20 meV this is \(2\sqrt{20\times317.5}=159\) meV, and

\[
\Gamma_{\rm est}\sim\frac{20^2}{159}\ \text{meV}=2.5\ \text{meV}.
\]

The estimate suggests strong reflection near \(\varepsilon_d\). It cannot show that \(T\) reaches zero, or that the zero lies at the bare energy, because the second-order argument breaks down there.

## Exact solution

**Equations.** Let \(\psi_n\) be the amplitude on site \(n\) and \(c_d\) that on the trap. The stationary equations at the trap and at site 0 are

\[
(E-\varepsilon_d)c_d=V\psi_0,
\]
\[
(E-2t)\psi_0=-t(\psi_{-1}+\psi_1)+Vc_d .
\]

On the other sites the last term is absent. A plane wave \(e^{ikna}\) then gives

\[
E=2t(1-\cos ka),\qquad \hbar v=\frac{dE}{dk}=2ta\sin ka .
\]

For \(0<ka<\pi\) the speed is positive, so \(e^{ikna}\) moves to the right.

**(a) The zero.** Put \(E=\varepsilon_d\) in the trap equation. Its left side vanishes, and since \(V\neq0\),

\[
\psi_0=0 .
\]

To see what this node does, we need the current. From \(i\hbar\dot\psi_n=(H\psi)_n\), for a site without a trap,

\[
\frac{d|\psi_n|^2}{dt'}=\frac{2}{\hbar}\,\mathrm{Im}\,[\psi_n^*(H\psi)_n]
=-\frac{2t}{\hbar}\,\mathrm{Im}\,[\psi_n^*\psi_{n-1}+\psi_n^*\psi_{n+1}],
\]

where \(t'\) is time. Because \(\mathrm{Im}\,\psi_n^*\psi_{n-1}=-\mathrm{Im}\,\psi_{n-1}^*\psi_n\), the right side is inflow minus outflow, with

\[
J_{n\to n+1}=\frac{2t}{\hbar}\,\mathrm{Im}(\psi_n^*\psi_{n+1}).
\]

The node gives \(J_{0\to1}=0\). In a stationary state the current is the same through every bond to the right of site 0. Far to the right the wave is \(\tau e^{ikna}\), whose current is \((2t/\hbar)\sin ka\,|\tau|^2\). Hence \(\tau=0\) and \(T=|\tau|^2=0\).

Site energies never entered this argument. If the hopping on a bond is altered to another nonzero real value, that value replaces \(t\) in the bond's current, and the node still stops it. The result therefore holds in a disordered channel with clean ends, provided that site 0 is the only link between the two halves.

This was tested on three channels of 21 sites, with random site energies within ±10 meV, random hopping changes within ±2%, and \(V=2\), 20 and 100 meV. The largest \(T\) at 20 meV was \(10^{-30}\), which is rounding error. Without the trap, the same channels transmitted at least 0.91.

**(b) The line shape.** For \(E\neq\varepsilon_d\) the trap equation gives \(c_d=V\psi_0/(E-\varepsilon_d)\). Site 0 then feels the potential

\[
U(E)=\frac{V^2}{E-\varepsilon_d}.
\]

In a clean channel, take \(\psi_n=e^{ikna}+re^{-ikna}\) for \(n\le0\) and \(\psi_n=\tau e^{ikna}\) for \(n\ge0\). Both forms hold at \(n=0\), so \(r=\tau-1\). With \(E-2t=-2t\cos ka\), the equation at site 0 reads

\[
(-2t\cos ka-U)\tau=-t\left[e^{-ika}+(\tau-1)e^{ika}+\tau e^{ika}\right].
\]

The bracket equals \(-2i\sin ka+2\tau(\cos ka+i\sin ka)\). The cosine terms cancel between the two sides, leaving

\[
-U\tau=2it\sin ka\,(1-\tau)
\quad\Rightarrow\quad
\tau=\frac{1}{1+iU/(2t\sin ka)} .
\]

Define

\[
\Gamma(E)=\frac{V^2}{2t\sin ka}=\frac{V^2a}{\hbar v}.
\]

Then

\[
\tau=\frac{E-\varepsilon_d}{E-\varepsilon_d+i\Gamma},\qquad
r=\frac{-i\Gamma}{E-\varepsilon_d+i\Gamma},
\]
\[
T(E)=\frac{(E-\varepsilon_d)^2}{(E-\varepsilon_d)^2+\Gamma(E)^2}.
\]

The two probabilities add to one, and the limit \(E\to\varepsilon_d\) agrees with part (a). If \(\varepsilon_d\) lies outside the band, the numerator has no zero inside it and neither has \(T\).

Half transmission occurs where \(|E-\varepsilon_d|=\Gamma(E)\). The full width is therefore close to \(2\Gamma(\varepsilon_d)\) when \(\Gamma\) varies little across the dip.

**(c) The trap at the zero.** With \(\tau=0\) we have \(r=-1\), so \(\psi_n=2i\sin(kna)\) for \(n\le0\) and \(\psi_n=0\) for \(n\ge0\). The equation at site 0 becomes \(0=-t\psi_{-1}+Vc_d\), with \(\psi_{-1}=-2i\sin ka\). Thus

\[
c_d=-\frac{2it\sin ka}{V},\qquad |c_d|^2=\left(\frac{2t\sin ka}{V}\right)^2 .
\]

This is the weight of one scattering state on the trap. It is not the equilibrium occupation, which is about one half per spin for the wire below when the Fermi level lies at \(\varepsilon_d\). The trap amplitude cancels the drive that site \(-1\) exerts on site 0. A weaker coupling requires a larger trap amplitude to do this.

**(d) Numbers.** At 20 meV, \(\cos ka=1-20/635\), so \(ka=0.252\) and \(2t\sin ka=158.1\) meV. Hence

\[
\Gamma=\frac{400}{158.1}\ \text{meV}=2.53\ \text{meV},\qquad
|c_d|^2=\left(\frac{158.1}{20}\right)^2=62.5,
\]

the latter relative to the incident density per site. This ratio depends on the mesh, because a site of a finer mesh holds less of the incident density. Relative to the incident density per unit length, the filling is 125 nm (127 nm on a finer mesh with \(V^2a\) held fixed). Half transmission falls at 17.28 and 22.39 meV, a full width of 5.11 meV. (With \(V^2a\) held fixed, a finer mesh gives 5.07 meV.) The lower side is wider because slower carriers have a larger \(\Gamma\). Since \(\Gamma\) diverges at the band bottom, \(T\) also falls to zero there, passing one half again at 0.33 meV.

A moving wave packet gives a check that uses no stationary scattering state. A Gaussian packet centred on 20 meV, with a standard deviation of 60 sites in density, was sent at the trap from 400 sites away. The transmitted fraction was 0.1660, equal to four digits to the average of \(T(E)\) over the packet's spectrum.

## Comparison of estimate and solution

The exact \(\Gamma\) has the same form as the estimate, \(V^2a/(\hbar v)\), with the lattice speed in place of the parabolic one. From \(\cos ka=1-E/2t\),

\[
(2t\sin ka)^2=4tE\left(1-\frac{E}{4t}\right),
\]

so the exact value is larger by the factor \((1-E/4t)^{-1/2}\), which is 0.8% here. That the prefactor is one could not be known from scaling.

The estimate also leaves open whether coupling shifts the zero, as it can shift a resonance. Add a potential \(W\) on site 0, so that \(U=W+V^2/(E-\varepsilon_d)\). Transmission is perfect where \(U=0\), at \(\varepsilon_d-V^2/W\), if this lies in the band. For \(W=50\) meV the peak is at \(20-400/50=12\) meV. The line shape changes greatly, but the zero stays at 20 meV.

## What moves the zero

**A second contact.** If the trap also couples to site 1 by \(V_1\), eliminating \(c_d\) changes the bond between sites 0 and 1 from \(-t\) to \(-t+VV_1/(E-\varepsilon_d)\). This bond is the only link between the halves, and it vanishes at

\[
E=\varepsilon_d+\frac{VV_1}{t}.
\]

For \(V_1=2\) meV the shift is \(40/317.5=0.13\) meV, and \(T\) at the bare energy is 0.002. A wider contact matters more. A trap of radius 5 nm spans about five sites, and a coupling of 4 meV to each of five neighbouring sites moves the zero up by 0.94 meV and gives \(T=0.15\) at the bare energy (0.97 meV and 0.16 on a finer mesh of the same trap). The single-site contact is therefore an idealisation for a trap of that size.

**A closed subband.** Let a second mode start at \(\Delta>E\) and couple to the trap by \(V_2\). Its amplitude decays as \(\chi_0e^{-\kappa a|n|}\), with \(E=\Delta+2t(1-\cosh\kappa a)\). Its equation at site 0 is

\[
(-2t\cosh\kappa a+2te^{-\kappa a})\chi_0=V_2c_d
\quad\Rightarrow\quad
\chi_0=-\frac{V_2c_d}{2t\sinh\kappa a}.
\]

Inserting \(V_2\chi_0\) in the trap equation, the node \(\psi_0=0\) now requires

\[
E=\varepsilon_d-\frac{V_2^2}{2t\sinh\kappa a}.
\]

For a hard-walled wire of radius 12 nm, \(\Delta=78.5\) meV. With the assumption \(V_2=V\), and with this closed mode alone, the zero moves down by 1.4 meV and \(T\) at the bare energy rises to 0.24 (0.25 on a finer mesh). Two further closed modes, at 182 and 218 meV, with the same coupling would double the shift to about 3 meV and raise \(T\) to about 0.6, so these numbers show the size of the effect and are not converged in the number of modes. "Single-mode" must therefore mean that the trap does not couple appreciably to closed modes either.

## What fills the zero

**Phase loss.** Let carriers leave the coherent trap state with lifetime \(\tau_\phi\), and return with random phase, equally to both sides. Replace \(\varepsilon_d\) by \(\varepsilon_d-i\gamma\), with \(\gamma=\hbar/(2\tau_\phi)\). At \(E=\varepsilon_d\), \(\tau=\gamma/(\gamma+\Gamma)\) and \(r=-\Gamma/(\gamma+\Gamma)\). The missing fraction is \(2\gamma\Gamma/(\gamma+\Gamma)^2\), half of which goes right:

\[
T=\frac{\gamma^2+\gamma\Gamma}{(\gamma+\Gamma)^2}=\frac{\gamma}{\gamma+\Gamma}.
\]

For a chosen lifetime of 5 ps, \(\gamma=0.066\) meV and \(T=0.025\).

**Temperature.** The linear conductance averages \(T(E)\) with the weight \(-\partial f/\partial E\), where \(f\) is the Fermi function. Fix the Fermi level at \(\varepsilon_d\). For \(k_BT_{\rm th}\ll\Gamma\), with \(T_{\rm th}\) the temperature, \(T(E)\approx(E-\varepsilon_d)^2/\Gamma^2\), and the thermal mean of \((E-\varepsilon_d)^2\) is \(\pi^2(k_BT_{\rm th})^2/3\). Thus

\[
\frac{G}{2e^2/h}\approx\frac{\pi^2}{3}\left(\frac{k_BT_{\rm th}}{\Gamma}\right)^2 .
\]

At 4.2 K this gives 0.067, while the full average gives 0.055 (4.2 µS). The full averages at 77 K and 300 K are 0.69 and 0.60. The fall does not mean that the trap blocks more strongly at 300 K. Part of the thermal window lies below the band bottom, so even a trap-free channel has only \(f(0)=1/(1+e^{-20/25.85})=0.68\) at 300 K, against 0.95 at 77 K. Relative to these values the trap leaves 0.88 and 0.73.

## The model beside a real wire

The mass is a rough value for InAs, raised above the bulk one by confinement; the trap energy and coupling are chosen. With a rough gap of 0.4 eV, non-parabolicity lowers the speed at 20 meV. It raises \(\Gamma\) by about 7% if the confinement energy is ignored, and by about 6% if it is included and \(0.03\,m_e\) is taken as the mass at the bottom of the first subband. On the same basis, the next subband comes down to about 69 meV above the first. Even with the parabolic spacing of 78.5 meV, the occupation at the next subband's bottom is 0.09 at 300 K, so the single-mode description is then poor. Charging is also left out, and its effect can be large. For a trap radius of 5 nm and a relative permittivity of about 15, \(e^2/(4\pi\epsilon_0\epsilon_rr)\) is 19 meV, or 7.6 times \(\Gamma\). In mean field, a carrier of opposite spin raises the trap level by this energy times its occupation. If both spins are taken as equally occupied, the raised level is about half filled when it lies at the Fermi energy, and the dip is then shifted by about 10 meV. At low temperature that solution is unstable, because the charging energy exceeds \(\pi\Gamma\). At 4.2 K with the Fermi level at 30 meV, the mean field instead puts one spin level near 22 meV and the other near 38 meV, so the dip splits and each spin is blocked at a different energy. A fixed moment on a single level is itself an artefact of mean field, and correlations beyond it reshape the dip again. The zero at the bare energy is thus a result for non-interacting carriers, and the numbers above do not predict a measured conductance. The numerical output follows below.

## Table of computed values

```
effective mass (rough): 0.03 m_e; wire radius: 12.0 nm
mesh a: 2.0 nm; hopping t: 317.5 meV
trap energy above band bottom: 20.0 meV
coupling V: 20.0 meV; V^2 a: 800 meV^2 nm
ka at trap energy: 0.2516 rad
2 t sin ka at trap energy: 158.11 meV
Gamma at trap energy: 2.530 meV
direct T at bare trap energy: 0.0e+00
direct T at offset -10 meV: 0.8873
direct T at offset -5 meV: 0.7463
direct T at offset -2 meV: 0.3604
direct T at offset -1 meV: 0.1293
direct T at offset +1 meV: 0.1408
direct T at offset +2 meV: 0.4070
direct T at offset +5 meV: 0.8294
direct T at offset +10 meV: 0.9588
half-transmission energies: 17.281, 22.393 meV
full width at T=1/2: 5.112 meV; 2 Gamma: 5.060 meV
trap filling / incident density per site: 62.50
largest T at trap energy, 3 disordered channels: 1.0e-30
smallest T of the same channels without trap: 0.910
smallest T (5 meV to 1 eV), level 20 meV below band: 0.9611
site potential W: 50 meV; peak at 12.00 meV
T at that peak: 1.000000
wave packet transmitted: 0.165961; from formula: 0.166002
conductance quantum 2e^2/h: 77.48 uS
4.2 K: kT 0.362 meV, G/G0 0.0546, G 4.23 uS
77 K: kT 6.635 meV, G/G0 0.6915, G 53.58 uS
300 K: kT 25.852 meV, G/G0 0.6027, G 46.70 uS
next subband above first: 78.5 meV
occupation at next subband bottom, 300 K: 0.094
zero shift, closed subband: -1.417 meV
T at bare energy with closed subband: 0.243
zero shift, 10% second attachment: 0.126 meV
T at bare energy with second attachment: 0.00171
trap phase lifetime: 5 ps; gamma: 0.0658 meV
T at bare energy with phase loss: 0.0254
mesh Gamma relative to parabolic: +0.80 %
gap for non-parabolicity (rough): 0.4 eV
Gamma change from non-parabolicity: +7.3 %
permittivity (rough): 15.0; trap radius: 5.0 nm
charging energy: 19.2 meV; ratio to Gamma: 7.6
```
